Square-root growth of tracer spread along a leaky grain boundary

**1. Definitions and conventions**

A grain boundary is represented by a line of sites, the backbone, at positions x = na with n any integer. At every backbone site two side chains, the teeth, lead into the two adjoining grains. The index m numbers the sites across the boundary: m = 0 is the backbone, m > 0 one tooth, m < 0 the other. The teeth are at first infinitely long, and a tracer inside a tooth cannot change its x.

All hop rates are rates per direction:

- w: between neighbouring backbone sites
- k_out: from the backbone into each of the two teeth
- k_in: from the first tooth site back to the backbone
- g: between neighbouring tooth sites

In equilibrium the flux from the backbone to a first tooth site equals the reverse flux. The occupation of a backbone site relative to a tooth site is therefore

s = k_in/k_out,

the segregation ratio. A single tracer, interacting with no other, starts at n = m = 0 at time t = 0. Angle brackets denote the average over all its possible positions, in the teeth as well as on the backbone. The motion is classical hopping, so the algebra contains no ħ and holds in atomic or any other consistent units.

Let p(n,m,t) be the occupation probability. Its master equation is

dp(n,0)/dt = w[p(n+1,0) + p(n−1,0) − 2p(n,0)] − 2k_out p(n,0) + k_in[p(n,1) + p(n,−1)],

dp(n,1)/dt = k_out p(n,0) − (k_in + g)p(n,1) + g p(n,2),

dp(n,m)/dt = g[p(n,m+1) + p(n,m−1) − 2p(n,m)] for m ≥ 2,

with mirror-image equations for m < 0. Write P_m(t) = Σₙ p(n,m,t), and P_b = P_0 for the total probability on the backbone. A tilde marks a Laplace transform, f̃(u) = ∫₀^∞ e^(−ut) f(t) dt.

**2. Theorem**

For fixed positive rates and t → ∞,

⟨x²⟩ = 2wa² [ s√(t/(πg)) − s(s + 1 − 2g/k_in)/(4g) + O(t^(−1/2)) ].

The mean-square displacement thus grows as √t.

**3. Lemma 1: displacement is time spent on the backbone**

⟨x²⟩ = 2wa² T_b(t), where T_b(t) = ∫₀ᵗ P_b(t′) dt′.

Proof. Hops into, out of and within a tooth leave x unchanged. From a backbone site the two hops along x change x² at the mean rate

w[(x+a)² + (x−a)² − 2x²] = 2wa²,

whatever x is. Multiplying by the probability of being on the backbone gives d⟨x²⟩/dt = 2wa²P_b. Since ⟨x²⟩ = 0 at t = 0, integration gives the lemma. ∎

T_b is the mean time spent on the backbone up to t. The slowing down is a loss of moving time: each hop along the boundary remains an ordinary one.

**4. Lemma 2: transform of the backbone probability**

P̃_b(u) = 1/[u + 2k_out(1 − φ)],

φ = k_in/[u + k_in + g(1 − λ)],

λ = 1 + u/(2g) − √(u/g + u²/(4g²)).

Proof. Sum the master equation over n. The terms in w cancel, leaving a one-dimensional walk across the boundary. By symmetry P_(−m) = P_m. For m ≥ 2 the transformed equation is

(u + 2g)P̃_m = g(P̃_(m+1) + P̃_(m−1)).

Inserting P̃_m = P̃_1 λ^(m−1) gives

λ² − (2 + u/g)λ + 1 = 0.

The product of the two roots is 1, so for u > 0 one root lies below 1 and the other above. Total probability is finite, which selects the smaller root, the λ stated above. At m = 1,

(u + k_in + g)P̃_1 = k_out P̃_b + gλP̃_1,

so P̃_1 = k_out P̃_b/[u + k_in + g(1−λ)], and hence k_in P̃_1 = k_out φ P̃_b. At m = 0 the initial condition P_b(0) = 1 gives

uP̃_b − 1 = −2k_out P̃_b + 2k_in P̃_1 = −2k_out(1 − φ)P̃_b.

Solving for P̃_b proves the lemma. ∎

**5. Proof of the theorem**

Small u governs long times. Set q = √(u/g) and κ = k_in/g. Then

1 − λ = q√(1 + q²/4) − q²/2 = q − q²/2 + O(q³).

With Y = q² + 1 − λ = q + q²/2 + O(q³),

1 − φ = Y/(κ + Y) = Y/κ − Y²/κ² + O(q³) = q/κ + q²[1/(2κ) − 1/κ²] + O(q³).

Since k_out = κg/s,

2k_out(1 − φ) = (2g/s)[q + q²(1/2 − 1/κ)] + O(q³).

The remaining term in the denominator is u = gq² = (2g/s)(s/2)q². Together,

1/P̃_b = (2g/s) q [1 + βq + O(q²)], β = (s + 1 − 2/κ)/2.

Inverting the series gives

P̃_b = s/(2gq) − sβ/(2g) + O(q) = s/(2√(gu)) − s(s + 1 − 2g/k_in)/(4g) + O(√u).

It remains to justify passing from this series to long times. Because of detailed balance, dividing each P_m by the square root of its equilibrium weight makes the rate matrix symmetric. Its eigenvalues are −ν with ν ≥ 0, so P_b(t) is a sum or integral of terms e^(−νt) with positive weights. Since uP̃_b → 0 as u → 0, there is no weight at ν = 0 itself. Near ν = 0 the density of the weights follows from the jump of P̃_b across the negative u axis:

ρ(ν) = −(1/π) Im P̃_b(−ν + i0).

There q = i√(ν/g). Even powers of q are real and drop out, while the term in 1/q gives

ρ(ν) = s/(2π√(gν)) + O(√ν).

Using ∫₀^∞ ν^(−1/2) e^(−νt) dν = √(π/t),

P_b(t) = s/(2√(πgt)) + O(t^(−3/2)).

Weights at larger ν contribute exponentially small terms. The difference between P_b and its leading term is integrable from 0 to ∞. Its integral is the limit u → 0 of P̃_b − s/(2√(gu)), which is the constant −s(s + 1 − 2g/k_in)/(4g). Hence

T_b(t) = s√(t/(πg)) − s(s + 1 − 2g/k_in)/(4g) + O(t^(−1/2)),

and Lemma 1 completes the proof. ∎

**6. Remarks on the law**

Let the tooth spacing also be a, and define D_b = wa² and D_g = ga². The leading term becomes

⟨x²⟩ ≈ 2D_b s a √(t/(πD_g)).

The boundary enters through the product of segregation ratio, width a and diffusivity. The grain enters through its inverse root: faster grain diffusion carries the tracer further from the boundary and shortens its time there.

A barrier at the interface that changes k_in and k_out by the same factor leaves s and the leading term unchanged. At long times it acts mainly through the constant in T_b, whose part depending on k_in is s/(2k_in) = 1/(2k_out), the mean wait before the first escape. If k_in < 2g/(s + 1), this wait outweighs the negative part −s(s + 1)/(4g), and the constant adds to ⟨x²⟩.

If one side of the boundary is sealed, 2k_out is replaced by k_out. The denominator then begins with (g/s)q instead of (2g/s)q, and the leading mean-square displacement doubles. The power of t is the same.

**7. Proposition: tracers found on the backbone**

At long times, the mean-square displacement of tracers found on the backbone at time t exceeds the average over all tracers by a factor that tends to π/2.

Proof. Take the Fourier transform of the master equation along x, with wave number k. The teeth are eliminated as before, and backbone hopping adds 2w(1 − cos ka) to the denominator:

P̃_b(k,u) = 1/[1/P̃_b(u) + 2w(1 − cos ka)] = P̃_b(u) − wa²k² P̃_b(u)² + O(k⁴).

Minus the second derivative at k = 0 is the transform of Σₙ x² p(n,0,t), namely 2wa²P̃_b². A product of transforms belongs to a convolution, so

Σₙ x² p(n,0,t) = 2wa² ∫₀ᵗ P_b(t′)P_b(t − t′) dt′.

Set t′ = ty. Since P_b ≤ 1 and P_b falls as t^(−1/2), it is bounded by a constant times t^(−1/2) at all times, and the leading forms may be inserted under the integral. With ∫₀¹ dy/√(y(1−y)) = π, the integral tends to [s²/(4πg)]π = s²/(4g). The sum therefore tends to wa²s²/(2g). Dividing by P_b gives wa²s√(πt/g), which is π/2 times the leading term of the theorem. ∎

The tracers found on the backbone may have left and returned, but on average they have spent more time there than the others. For g = 1, k_in = 0.5, s = 2 and w = 2, propagation of the master equation on a large finite comb with a matrix exponential gives a ratio of 1.580 at gt = 400, close to π/2 ≈ 1.571.

**8. Where the square-root law begins and ends**

*Beginning.* Before leakage, P_b ≈ 1 and ⟨x²⟩ ≈ 2wa²t. This line meets the leading square-root term when t = s√(t/(πg)), that is, at

t_leak = s²/(πg).

For k_in = g and s of order one or larger, this marks the middle of a broad crossover, not the start of the law: for s from 1 to 50 the local exponent at t_leak is still about 0.75 and ⟨x²⟩ is only 53–76% of the leading term. A slow interface can delay the onset further. The constant term must also be small. For k_in = g its size relative to the leading term is

ε = (s − 1)√π/(4√(gt)).

*Finite grains.* Let each tooth have M sites and a reflecting end, as for equivalent boundaries on both sides of a grain. The walk across the boundary then reaches equilibrium, P_b → s/(s + 2M), and growth becomes linear again with diffusivity

D_late = wa² s/(s + 2M).

Equating s√(t/(πg)) with st/(s + 2M) gives the crossover

t_grain = (s + 2M)²/(πg).

*Lattice diffusion parallel to the boundary.* Allow hops along x inside the grains at rate g_x per direction. They do not alter the walk across the boundary, so the argument of Lemma 1 gives

⟨x²⟩ = 2wa²T_b + 2g_x a²(t − T_b).

For infinite grains with g_x = g, the boundary term 2wa²s√(t/(πg)) equals the lattice term 2ga²t at

t_lattice = (ws)²/(πg³).

The square-root law is therefore intermediate, and it develops fully only if t_grain and t_lattice both lie far above the onset. On a boundary of unlimited length it then gives way gradually as the earlier of these two times is approached. For finite grains the departure sets in near t_grain/4, where s/(2√(πgt)) meets s/(s + 2M), and P_b is already at equilibrium at t_grain. In a thin film the tracer may reach a surface before that.

**9. Example: arsenic in a polycrystalline CdTe film**

The parameters are rough round values: spacing a = 0.46 nm for both directions, attempt frequency 5 × 10¹² s⁻¹, boundary barrier E_b = 1.40 eV, grain barrier E_g = 1.90 eV and segregation energy E_s = 0.10 eV. The interface has k_in = g. Grains measure 1000 nm, so M = 500/0.46 ≈ 1087. The film is 3000 nm thick and is annealed for 3600 s at 700 K, where k_BT = 0.06032 eV. Then

w = 5 × 10¹² exp(−1.40/0.06032) ≈ 416 s⁻¹,

g = 5 × 10¹² exp(−1.90/0.06032) ≈ 0.1046 s⁻¹,

s = exp(0.10/0.06032) ≈ 5.25.

The diffusivities are D_b ≈ 8.8 × 10⁻¹³ cm²/s and D_g ≈ 2.2 × 10⁻¹⁶ cm²/s. The two terms of T_b are

s√(t/(πg)) = 5.248 × √(3600/(π × 0.10461)) ≈ 549 s,

s(s − 1)/(4g) = 5.248 × 4.248/(4 × 0.10461) ≈ 53 s.

With 2wa² ≈ 176 nm²/s, the leading law gives 9.68 × 10⁴ nm² and the two-term law 8.74 × 10⁴ nm². Diagonalizing the symmetrized rate matrix for teeth of 1087 sites, and integrating each decaying term over time, gives T_b ≈ 499 s and ⟨x²⟩ ≈ 8.79 × 10⁴ nm². The root-mean-square displacement is 297 nm, or 2970 Å. The leading law is 10% above the full comb result.

The same diagonalization gives the local exponent d ln⟨x²⟩/d ln t for a boundary of unlimited length:

- 1 s: 0.98
- 60 s: 0.76
- 3600 s: 0.55
- 10⁵ s: 0.51

The onset is gradual, although t_leak is only 84 s. The grain-size crossover lies at 1.4 × 10⁷ s, far beyond the anneal. It precedes t_lattice ≈ 1.3 × 10⁹ s, so on a boundary of unlimited length finite grains would end the law first, and D_late ≈ 2.1 × 10⁻¹⁵ cm²/s would still be about ten times D_g. In this film the surfaces interfere earlier: at t_grain the leading law would give a root-mean-square displacement of about 2.5 µm, and the comb with finite teeth, whose local exponent has by then risen to 0.79, gives 2.8 µm; both are comparable with the film thickness of 3 µm.

*Temperature dependence.* At fixed time the leading law varies as ws/√g, with apparent activation energy

E_b − E_g/2 − E_s = 1.40 − 0.95 − 0.10 = 0.35 eV.

Finite differences of the full comb result between 699 K and 701 K give 0.45 eV at 3600 s and 0.37 eV at 10⁵ s. The constant term is the main cause of the excess. It multiplies the leading law by 1 − ε, and ε grows on cooling, which adds

[ε/(1 − ε)][E_g/2 + sE_s/(s − 1)].

At 3600 s, ε ≈ 0.097 and the addition is about 0.12 eV; later terms of the expansion reduce it to the 0.10 eV found. An Arrhenius plot made at this anneal time would thus not yield the limiting 0.35 eV, even within the model.

**10. The model beside a real film**

Micrometre grains, a film a few micrometres thick and an anneal near 700 K are typical in order of magnitude for polycrystalline CdTe absorbers. The barriers and segregation energy are much less certain and are not measured values for arsenic. Real boundaries break the assumption of one uniform barrier. If E_b alone is wrong by 0.1 eV, ⟨x²⟩ changes by a factor of 5.2, which outweighs the neglected effects listed below. Equal errors in the other energies are comparable: E_s = 0.20 or 0 eV multiplies ⟨x²⟩ by 3.4 or 0.21, and E_g = 2.0 or 1.8 eV by 2.0 or 0.46. Stronger segregation also delays the law: the local exponent at 3600 s is 0.72 for E_s = 0.20 eV and 0.98 for E_s = 0.40 eV. The computed 297 nm is therefore an order-of-magnitude result. Trapping, curved or moving boundaries, and changes in point-defect concentration are left out and not sized.

The other estimates hold the remaining parameters fixed:

- Parallel lattice diffusion adds 137 nm², or 0.16% of ⟨x²⟩.
- The depth √(D_g t) reached in the grain is 8.9 nm, small beside the half-grain of 500 nm, so the tooth ends do not matter during this anneal.
- The displacement is 10% of the film thickness, so the film surfaces are a minor concern for a tracer starting well inside.
- An electrostatic energy falling by 0.10 eV over 100 nm towards the boundary, included as a constant bias on the tooth hops, raises ⟨x²⟩ by 5%; a parabolic depletion profile of the same depth and width, with twice the field at the boundary, raises it by 10%. The effect grows with time and changes the power: at 10⁵ s the local exponent is 0.67 for the constant bias, 0.93 for a parabolic drop of 0.3 eV and 0.29 for a repulsive parabolic profile of 0.1 eV. The square-root law therefore requires a tooth potential that is flat on the scale of k_BT over the depth reached.
- The leading tunnelling correction to a hop rate, (hν/k_BT)²/24 with ν the magnitude of the unstable-mode frequency at the barrier top, is 0.5% if ν is taken equal to the attempt frequency.

At a temperature of use of 350 K, with the same barriers, t_leak is about 10¹⁷ s, whereas 25 years is 7.9 × 10⁸ s. Leakage is effectively frozen and the square-root law does not apply. For a tracer that starts on the backbone, the early linear law 2wa²t gives 11.6 nm², a root-mean-square displacement of about 3.4 nm. After the anneal only about 7.6% of the tracers are on the backbone, so if the film is cooled quickly the average over all tracers grows by only about 0.9 nm². Extrapolating the annealing law to service would use the wrong power of time.
